# Type-A and type-B NiSi2/Si(111) interfaces: coordination and neighbour shells

## Problem

Nickel disilicide has the fluorite structure: Ni on an fcc lattice, Si at $\pm\frac a4(1,1,1)$ from each Ni. Silicon has the diamond structure. Give both crystals the same cubic lattice constant $a$, and join them on a flat (111) plane without relaxation. Along the normal $[111]$, the fcc planes have spacing $d=a/\sqrt3$.

In the sevenfold interface, the last Ni plane of the silicide is followed by one Si plane, and each Si atom of that plane is bonded along the normal to a silicon atom. In type A the two crystals have common cube axes. In type B the silicon is turned by $180^\circ$ about the normal.

1. Build both interfaces layer by layer.
2. Show that every atom has the same first shell in both types, and find that of the interface Ni.
3. Find the shortest interatomic distance that distinguishes the types. Which atoms does it join, and which shell is it for them?
4. Evaluate the distances for $a=0.54$ nm, a rough value for this system, and compare them with the thermal motion at 300 K.

A shell here means all neighbours at one distance, whatever their species.

## Hints

1. Label the three lateral positions of a close-packed stack A, B, C. A fluorite bond along the normal has length $\sqrt3a/4=3d/4$ and joins atoms with the same letter.
2. Place the axis of the half-turn through an interfacial Si–Si bond. What happens to each letter?
3. A distance can differ between the types only if its two atoms lie on opposite sides of the interface. Which of these pairs can be discarded?
4. Write each squared distance as a lateral part plus a normal part, in units of $a^2/48$.

## Full solution

### 1. The two stacks

Put Ni plane $n$ at height $nd$ with letter $n$ modulo 3, so that planes 0, 1, 2 are A, B, C. The Si above Ni plane $n$ is at $(n+\frac34)d$ and keeps letter $n$. The Si below plane $n+1$ is at $(n+1-\frac34)d=(n+\frac14)d$ and has letter $n+1$. Going upward from Ni(0), the bulk silicide therefore reads

$$\text{Ni}(0,A),\quad \text{Si}(\tfrac14,B),\quad \text{Si}(\tfrac34,A),\quad \text{Ni}(1,B),$$

with heights in units of $d$.

End the silicide at $\text{Si}(\frac14,B)$. This removes $\text{Si}(\frac34,A)$, which sat directly above the interface Ni. Put a silicon atom where $\text{Ni}(1,B)$ would have been. The new Si–Si bond has length $d-\frac d4=\frac{3d}4=\frac{\sqrt3a}4$, the bond length of silicon itself.

Silicon continues with atoms at $md$, letter $L_m$, and at $(m+\frac14)d$, letter $L_{m+1}$, for $m\ge1$. The second atom bonds along the normal to the atom at $(m+1)d$, so these two share a letter. Both types have $L_1=B$, and then

- type A: $L_m=B,C,A,\ldots$, which continues the order of the Ni planes;
- type B: $L_m=B,A,C,\ldots$, which reverses it.

A half-turn about an axis through a B site reverses every lateral vector from that site. The triangular lattice of B sites maps onto itself, while A and C, which have opposite offsets from B, are exchanged. This turns the type-A silicon half into the type-B half. Any B site may serve as the axis, because changing it adds only an in-plane lattice translation.

### 2. The first shells

All bonds in both crystals have squared length $3a^2/16=9a^2/48$. Consider a pair across the interface. The highest silicide atom is at $d/4$ and the lowest silicon atom at $d$, so the normal separation is at least $3d/4$, whose square is

$$\frac9{16}\,\frac{a^2}3=\frac{9a^2}{48}.$$

This already uses up the whole bond length. A bond across the interface must therefore have zero lateral offset and join $\text{Si}(\frac14,B)$ to $\text{Si}(1,B)$. It lies on a rotation axis, so the half-turn changes neither its length nor its angles with the other bonds. Every other bond lies inside one rigid half. The first shells thus agree in number, species, lengths and angles.

Bulk Ni has three Si at $+d/4$, three at $-d/4$, and one at each of $\pm3d/4$: eight in all. Interface Ni has lost the one at $+3d/4$ and keeps seven. The interfacial $\text{Si}(\frac14,B)$ has three Ni and one Si, and $\text{Si}(1,B)$ has four Si. These numbers hold for both types.

### 3. The first distance that differs

If either atom of a cross-interface pair is on a B site, take the rotation axis through that atom. The half-turn then preserves its distances to the other half, so the full list of distances from a B-site atom is the same in both types. A difference needs two atoms that are both on A or C sites.

The highest such silicide atom is $\text{Ni}(0,A)$. The lowest such silicon atom is at $5d/4$, with letter C in type A and letter A in type B. No pair that matters can be shorter than the normal separation $5d/4$. In type B this value is reached, because the letters coincide:

$$r_B=\frac{5d}4=\frac{5a}{4\sqrt3}.$$

In type A the same two layers are offset laterally. Planar sites of one letter form a triangular lattice with side $a/\sqrt2$, and the shortest offset to another letter is $(a/\sqrt2)/\sqrt3=a/\sqrt6$. Hence

$$r_A^2=\frac{25a^2}{48}+\frac{a^2}6=\frac{33a^2}{48}=\frac{11a^2}{16},\qquad r_A=\frac{\sqrt{11}}4\,a.$$

To number the shells, list all neighbours of $\text{Ni}(0,A)$ up to $r_A$. With $q=48r^2/a^2$, a height difference $hd$ contributes $48h^2/3=16h^2$. The squared lateral offsets contribute 0 (1 atom) or 24 (6 atoms) for equal letters, and 8 (3 atoms) or 32 (3 atoms) for different letters. The next offsets, 72 and 56, are too long.

| Layer | $q$ (number of atoms) |
|---|---|
| Si $\frac54$, type A | 33 (3) |
| Si $\frac54$, type B | 25 (1) |
| Si $1$ | 24 (3) |
| Si $\frac14$ | 9 (3), 33 (3) |
| Ni $0$ | 24 (6) |
| Si $-\frac14$ | 9 (3), 33 (3) |
| Si $-\frac34$ | 9 (1), 33 (6) |
| Ni $-1$ | 24 (3) |
| Si $-\frac54$ | 33 (3) |

Layers farther away have $|h|\ge\frac74$ and $q\ge49$. Adding the columns gives:

- $q=9$: 7 Si, in both types;
- $q=24$: 9 Ni and 3 Si, in both types;
- $q=25$: 1 Si in type B, none in type A;
- $q=33$: 18 Si in type A, 15 in type B.

**The third shell of the interface Ni is the first to distinguish the types.** It is a single Si at $5a/(4\sqrt3)$ in type B, and 18 Si at $\sqrt{11}a/4$ in type A. The silicon partner at $5d/4$ also has this Ni in its third shell in type B: its shells at $q=9$ and $q=24$ come first.

The difference is one of torsion. Follow the chain Ni–Si–Si–Si through the interfacial bond. Let $l$ be the bond length, $\theta$ the bond angle and $\phi$ the torsion angle. With the second atom at the origin and the third at $l(0,0,1)$, the ends are at

$$l(\sin\theta,0,\cos\theta),\qquad l(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ 1-\cos\theta).$$

Subtracting, squaring and using $(1-\cos\phi)^2+\sin^2\phi=2(1-\cos\phi)$ gives

$$r^2=l^2\left[(1-2\cos\theta)^2+2\sin^2\theta\,(1-\cos\phi)\right].$$

Here $l^2=3a^2/16$ and $\cos\theta=-(d/4)/(3d/4)=-1/3$, so $\theta=109.47^\circ$. For $\phi=0$ the result is $\frac3{16}\cdot\frac{25}9a^2=\frac{25}{48}a^2$. For $\phi=60^\circ$ the second term adds $\frac3{16}\cdot\frac89a^2=\frac16a^2$. The closest chain ends are eclipsed in type B and staggered in type A. Bond lengths and bond angles do not record this; a distance spanning three bonds does.

### 4. Numbers and thermal motion

For $a=0.54$ nm, $d=0.3118$ nm. The common shells are at $0.4330a=0.2338$ nm and $0.7071a=0.3818$ nm. The third shell is at

$$r_B=0.7217a=0.3897\ \text{nm},\qquad r_A=0.8292a=0.4477\ \text{nm}.$$

The two types differ by 0.0580 nm, but in type B shells 2 and 3 are just 0.0079 nm apart.

For thermal motion, take independent harmonic modes with a Debye spectrum. A mode of frequency $\omega$ has mean square displacement $(\hbar/2M\omega)\coth(\hbar\omega/2k_BT)$. Averaging with the normalized density $3\omega^2/\omega_D^3$ gives, along one axis,

$$\langle u^2\rangle=\frac{3\hbar}{2M\omega_D^3}\int_0^{\omega_D}\omega\coth\frac{\hbar\omega}{2k_BT}\,d\omega .$$

With the atomic masses and a rough Debye temperature of 500 K for both species, the root mean square values at 300 K are 0.0082 nm for Si and 0.0057 nm for Ni. If the two atoms move independently, their variances add, and the spread of the Ni–Si distance is about 0.010 nm. Positively correlated motion would reduce it.

This spread exceeds the gap between shells 2 and 3, so in this model a radial distribution at 300 K does not show them as separate peaks. The types still differ in the counts around the interface Ni: 13 atoms near 0.38–0.39 nm in type B against 12 in type A, and 15 against 18 at 0.4477 nm. The shift from $r_B$ to $r_A$ is about six times the thermal spread in this model. The common Debye temperature makes the effective force constant $M\omega_D^2$ of Ni about twice that of Si; if Ni is given the force constant of Si (Debye temperature 346 K for Ni) the ratio is about five, and if Si is given that of Ni (723 K for Si) it is about seven.

## Variation 1: other atoms

*At what distance does each of the other atoms first distinguish the types?*

B-site atoms do not do so at any distance, as shown in part 3. This includes both atoms of the interfacial Si–Si bond. For an A- or C-site atom, look at the nearest layer across the interface that is also on A or C sites. In one type the letters coincide and the distance equals the normal separation; in the other type they do not, and the pair is longer. All farther layers give longer distances. The first difference is therefore at

$$\tfrac54d-z\ \text{ for silicide atoms},\qquad z\ \text{ for silicon atoms},$$

where $z$ is the height of the atom. The Si at $-d/4$ gives $\frac32d=0.4677$ nm, and the silicon atom at $2d$ gives 0.6235 nm. The answer "third shell" thus belongs to the interface Ni and its partner at $5d/4$, not to every atom.

## Variation 2: strain and relaxation

*Does the third shell of type B stay separate when the silicide is strained, or when the silicon moves towards it?*

Let the free silicide have a lattice constant smaller than that of silicon by $f=0.50\,\%$, and let it be stretched to match in the plane. For an isotropic film with in-plane stress $\sigma$ and no normal stress, Hooke's law gives $E\varepsilon_\parallel=(1-\nu)\sigma$ and $E\varepsilon_\perp=-2\nu\sigma$, so

$$\varepsilon_\perp=-\frac{2\nu}{1-\nu}\,\varepsilon_\parallel,\qquad \varepsilon_\parallel=\frac1{1-f}-1 .$$

For $\nu=0.30$ the normal spacing of the silicide becomes $(1-f)(1+\varepsilon_\perp)d=0.9907d$. Assume that all layer spacings inside the silicide scale by this same factor, and hold the interfacial bond fixed. Then only the $d/4$ part of $r_B$, which lies in the silicide, changes:

$$r_B=d\left(1+\tfrac14\times0.9907\right)=0.3890\ \text{nm}.$$

The atoms of the ideal shell 2 no longer share one distance: they lie at 0.3795–0.3818 nm. In this variation the shell numbers keep labelling the groups of atoms of the ideal interface. The gap falls from 0.0079 to 0.0072 nm but stays open.

Now let the unstrained interface close by a rigid normal shift $x$ of the silicon. The eclipsed distance becomes $5d/4-x$, while the six in-plane Ni neighbours stay at $a/\sqrt2$. The three Si neighbours at height $d$ also come closer and leave the distance $a/\sqrt2$ at once. The eclipsed Si reaches the distance of the in-plane Ni at

$$x=a\left(\frac5{4\sqrt3}-\frac1{\sqrt2}\right)=0.0079\ \text{nm},$$

which shortens the interfacial Si–Si bond by about 3 %. Beyond this shift the eclipsed Si is nearer than the in-plane Ni neighbours. The distinction between the types survives: for equal $x$ in both, $r_A^2-r_B^2=a^2/6$, because a normal shift leaves the lateral offset alone.

Both orientations are grown on real Si(111), and the lattice constant and misfit used here are rough typical values. A real coherent film breaks the assumption of equal lattice constants, which moves $r_B$ by 0.0007 nm in this estimate. The actual relaxation of the interface is not computed. A contraction of the order of 0.01 nm would already bring the eclipsed Si nearer than the in-plane Ni neighbours, so the label "third shell" refers to the ideal geometry; the pair of atoms involved and the difference $a^2/6$ in squared distance do not depend on such a shift. Steps or mixed A and B regions would require averaging over sites. The Schottky barriers of the two types are reported to differ by an amount of the order of 0.1 eV. This geometry does not predict that difference, but it shows that the ideal interfaces offer no difference in first-shell coordination to explain it.

The numerical output below lists the first shells and the first differing distances for ten sites, and the first few shells of the interface Ni. Repeating the neighbour counts up to 0.81 nm in a larger cluster changed none of them.

## Computed values

```
Lattice constant a (rough input): 0.54 nm
Plane spacing d: 0.3118 nm
Nearest-neighbour distance, both types: 0.2338 nm
First shells, identical in A and B (height in d: neighbours)
  Si at -1.25 d: 4 Ni + 0 Si
  Ni at -1.00 d: 0 Ni + 8 Si
  Si at -0.75 d: 4 Ni + 0 Si
  Si at -0.25 d: 4 Ni + 0 Si
  Ni at +0.00 d: 0 Ni + 7 Si
  Si at +0.25 d: 3 Ni + 1 Si
  Si at +1.00 d: 0 Ni + 4 Si
  Si at +1.25 d: 0 Ni + 4 Si
  Si at +2.00 d: 0 Ni + 4 Si
  Si at +2.25 d: 0 Ni + 4 Si
Shells of interface Ni
  type A shell 1: r = 0.2338 nm = 0.4330 a, 0 Ni + 7 Si
  type A shell 2: r = 0.3818 nm = 0.7071 a, 9 Ni + 3 Si
  type A shell 3: r = 0.4477 nm = 0.8292 a, 0 Ni + 18 Si
  type B shell 1: r = 0.2338 nm = 0.4330 a, 0 Ni + 7 Si
  type B shell 2: r = 0.3818 nm = 0.7071 a, 9 Ni + 3 Si
  type B shell 3: r = 0.3897 nm = 0.7217 a, 0 Ni + 1 Si
  type B shell 4: r = 0.4477 nm = 0.8292 a, 0 Ni + 15 Si
First distance that differs between A and B, by site
  site at -1.25 d: none up to 0.81 nm
  site at -1.00 d: 0.7015 nm
  site at -0.75 d: 0.6235 nm
  site at -0.25 d: 0.4677 nm
  site at +0.00 d: 0.3897 nm
  site at +0.25 d: none up to 0.81 nm
  site at +1.00 d: none up to 0.81 nm
  site at +1.25 d: 0.3897 nm
  site at +2.00 d: 0.6235 nm
  site at +2.25 d: 0.7015 nm
Largest count change in larger cluster: 0 atoms
Bond angle in the Ni-Si-Si-Si chain: 109.47 degrees
Smallest torsion, type A: 60.0 degrees
Smallest torsion, type B: 0.0 degrees
Third-shell difference, A minus B: 0.0580 nm
Gap between shells 2 and 3, type B: 0.0079 nm
Misfit (rough input): 0.50 %
Poisson ratio (rough input): 0.30 (no unit)
Silicide normal spacing / d: 0.9907 (no unit)
Strained shell 2, type B: 0.3795 to 0.3818 nm
Strained shell 3, type B: 0.3890 nm
Strained gap between shells 2 and 3: 0.0072 nm
Inward shift that merges shells 2 and 3: 0.0079 nm
Temperature: 300 K
Debye temperature (rough input): 500 K
Thermal rms per axis: Si 0.0082 nm, Ni 0.0057 nm
Uncorrelated rms of Ni-Si distance: 0.0099 nm
A-B difference / thermal rms: 5.8
```
